\section*{Four inequivalent 180-degree walls in ferroelectric hafnia}

\section{Two oxygen layers that refute the single wall}

Take a cubic fluorite cell of hafnia with edge $a=0.51$ nm. Its eight oxygen atoms lie in two layers, at $y=a/4$ and $y=3a/4$, with four atoms in each. In one ferroelectric domain the first layer is shifted along $z$ by $-0.040$ nm and the second is not shifted:
\[
(u_1,u_2)=(-0.040,\,0)\ \text{nm}.
\]
The first layer is active and the second is a spacer. The mean shift is $-0.020$ nm.

To reverse the polarization, the mean shift must become $+0.020$ nm. Two arrangements do this:
\[
(u_1,u_2)=(+0.040,\,0)\ \text{nm}
\quad\text{or}\quad
(u_1,u_2)=(0,\,+0.040)\ \text{nm}.
\]
In the first, the same layer stays active and its shift changes sign. In the second, the active layer and the spacer exchange roles. Far from the wall both are the same reversed crystal, one displaced by a layer relative to the other. At the wall they differ, because the domain on the other side fixes which layer was active there.

The polarization does not see the difference. With rough effective charges of $-2.5e$ for oxygen and $+5e$ for hafnium, and with no net hafnium shift,
\[
P_s=\frac{8(-2.5e)(-0.020\ \text{nm})}{(0.51\ \text{nm})^3}
=3.02\,\frac{e}{\text{nm}^2}=48.3\ \mu\text{C/cm}^2 .
\]
Both arrangements give $-P_s$, a change of $-96.6\ \mu$C/cm$^2$. Here each oxygen stays near its own fluorite site. If oxygen atoms were carried on to neighbouring sites, the polarization change along that path could differ by a whole number of polarization quanta, and it would have to be counted separately. Carrying the four active oxygens through the hafnium plane, for example, changes it by $4e/a^2=246\ \mu$C/cm$^2$.

So the statement ``the polarization reverses'' does not specify a wall. A second nonpolar choice, invisible in the $z$ shifts, raises the number of possibilities from two to four.

\section{The amplitudes and their symmetry}

Place hafnium on the face-centred lattice with one atom at the origin. Let $s_x=+1$ for oxygen at $x=a/4$ and $s_x=-1$ at $x=3a/4$, and define $s_y,s_z$ likewise. Five displacement patterns are used here; the full structure allows others as well:
\begin{itemize}
\item $P$: oxygen, $u_z=-1$ (uniform, polar);
\item $T$: oxygen, $u_x=s_ys_z$ (the tetragonal distortion);
\item $B$: oxygen, $u_y=s_x$ (antipolar);
\item $A$: oxygen, $u_z=-s_y$ (alternating layers);
\item $H$: hafnium, $u_y=+1$ at $y=0$ and $-1$ at $y=a/2$.
\end{itemize}
Each amplitude is scaled to $\pm1$ inside a domain. The oxygen shift along $z$ is $0.020\,(-P-As_y)$ nm. Thus $P=A=1$ gives the starting domain above; reversing both $P$ and $A$ keeps the active layer, while reversing $P$ alone exchanges the layers.

Let $m_x,m_y,m_z$ be mirrors through the origin, and let
\[
t_x=(0,\tfrac a2,\tfrac a2),\quad
t_y=(\tfrac a2,0,\tfrac a2),\quad
t_z=(\tfrac a2,\tfrac a2,0)
\]
be the face-centring translations. A mirror $m_x$ reverses $u_x$ and also $s_x$, since it takes $a/4$ to $-a/4$, equivalent to $3a/4$. A translation by $a/2$ along $x$ reverses $s_x$ but no displacement. The signs acquired are therefore
\[
\begin{array}{c|rrr|rrr}
 & m_x&m_y&m_z&t_x&t_y&t_z\\ \hline
P&+&+&-&+&+&+\\
T&-&-&-&+&-&-\\
B&-&-&+&+&-&-\\
A&+&-&-&-&+&-\\
H&+&-&+&-&+&-
\end{array}
\]
For $H$ the mirror $m_y$ leaves the planes $y=0$ and $y=a/2$ in place but reverses $u_y$, hence the minus sign.

Multiplying rows shows that $PTB$ and $PAH$ are unchanged by every operation in the table. The product $PTA$ changes sign under $t_x$, so it cannot occur in the energy. Operations that permute the axes turn an allowed product into the corresponding product for other axes. The full invariant is the sum of these products, and they do not cancel: an operation that returns the same three axes is a combination of mirrors and translations, which leaves the product unchanged.

Now find what leaves the domain $P=T=B=A=H=1$ intact. The signs of $m_x$ are cancelled by $t_y$, and those of $m_y$ by $t_z$. The product of the two combined operations is a twofold rotation about $z$ with translation $t_x$. The mirror $m_z$ cannot be repaired by a translation, because translations do not change $P$. Operations that permute axes move the axis of $P$ or $T$. The surviving operations are
\[
E,\quad \{m_x|t_y\},\quad \{m_y|t_z\},\quad \{2_z|t_x\}:
\]
a glide along $z$, a glide along $x$ and a screw axis. This is the space group $Pca2_1$ of the ferroelectric phase. Per cubic cell, fluorite has $48\times4=192$ operations, so there are $192/4=48$ domain states.

\section{The general statement and its proof}

\textbf{Statement.} Fix the polar axis $z$ and the tetragonal axis $x$. A $Pca2_1$ domain of hafnia has four reversed partners, related to one another by fluorite translations. All have polarization change $-2P_s$. They reverse the nonpolar sets
\[
BH,\quad BA,\quad TH,\quad TA,
\]
and no fluorite operation carries one of the four domain pairs into another.

\textbf{The four partners.} Apply $m_z$ to the starting domain. From the table, $P$, $T$ and $A$ reverse: this is the partner $TA$. A further $t_x$ reverses $A$ and $H$, so that $A$ is restored and the partner is $TH$. Using $t_y$ instead reverses $T$ and $B$ and gives $BA$. Using $t_z$ reverses all four nonpolar amplitudes and gives $BH$. Every state obtained satisfies
\begin{equation}
P=TB=AH. \label{eq:tie}
\end{equation}
Hence reversing $P$ requires reversing one member of $(T,B)$ and one member of $(A,H)$. That leaves $2\times2=4$ choices, all of which have been found.

\textbf{Inequivalence.} Let $D$ be the starting domain, and let $D_R$ be the partner in which the set $R$ is reversed. Suppose an operation $g$ turns the pair $\{D,D_R\}$ into $\{D,D_{R'}\}$. There are two cases.

If $gD=D$, then $g$ is one of the four operations of $Pca2_1$. Each leaves all five amplitudes unchanged, so it also leaves $D_R$ unchanged, and $R'=R$.

If $g$ exchanges the sides, then $gD=D_{R'}$ and $gD_R=D$. Since the axes are preserved, $g$ multiplies each amplitude $j$ by a sign $\chi_j$. The first condition says that $\chi_j$ is the sign of amplitude $j$ in $D_{R'}$. The second says that $\chi_j$ times its sign in $D_R$ equals $+1$, so $\chi_j$ is also its sign in $D_R$. Again $R'=R$. Choosing a wall plane removes operations and cannot create an equivalence, though it can split one pair into several distinct walls. This completes the proof.

A translation of both domains together changes nothing physical at the wall. A translation of one distortion pattern relative to the other changes the boundary condition. The fluorite lattice itself continues unbroken across the wall in either case.

Inequivalence means that symmetry does not force equal energies; it does not forbid an accidental equality. The count also refers to fixed axes. If the tetragonal axis turns from $x$ to $y$ as $P$ reverses, further partners exist, with a different orientation of the strain.

\section{Energies in a minimal model}

To see how the energies separate, consider a flat wall containing $z$, so that it carries no polarization charge. Let $\xi$ be the distance along its normal, whose direction is held fixed in all comparisons. Take the wall energy per area
\begin{align}
\sigma=\int d\xi\Big[&\sum_{j=T,B,A,H}h_j(1-q_j^2)^2
+\tfrac12\sum_{j=P,T,B,A,H}\kappa_j(q_j')^2\nonumber\\
&+\tfrac k2(P-TB)^2+\tfrac k2(P-AH)^2\Big],
\label{eq:model}
\end{align}
with positive coefficients. Expanding the first tie,
\[
\tfrac k2(P-TB)^2=\tfrac k2P^2-kPTB+\tfrac k2T^2B^2,
\]
displays the allowed trilinear coupling. The local energy vanishes when $T,B,A,H$ are $\pm1$ and (\ref{eq:tie}) holds. Of the 16 sign choices, half satisfy $TB=AH$, which gives the eight domain states with these axes. The cell strain is held at its domain value, which is the same in all eight states. This matters for $B$ and $A$: in unstrained cubic fluorite a permutation of the axes turns one pattern into the other, so their local coefficients would have to be equal. The orthorhombic strain removes that equivalence and allows $h_B\ne h_A$. With this condition the form of (\ref{eq:model}) is a choice consistent with symmetry, not a first-principles energy of hafnia.

\subsection{One reversing amplitude}

For a single $q$ going from $+1$ to $-1$, completing the square gives
\begin{align*}
\tfrac\kappa2q'^2+h(1-q^2)^2
={}&\tfrac12\left[\sqrt\kappa\,q'+\sqrt{2h}(1-q^2)\right]^2\\
&-\sqrt{2\kappa h}\,(1-q^2)q'.
\end{align*}
The square is nonnegative. The last term integrates to a number fixed by the end values:
\[
-\sqrt{2\kappa h}\int_1^{-1}(1-q^2)\,dq=\tfrac43\sqrt{2\kappa h}.
\]
The least energy is therefore
\begin{equation}
s=\tfrac43\sqrt{2\kappa h},
\end{equation}
reached when the square vanishes, $q'=-\sqrt{2h/\kappa}\,(1-q^2)$. The solution is $q=-\tanh(\xi/w)$ with $w=\sqrt{\kappa/2h}$.

\subsection{Bounds for the full wall}

In a wall that reverses the set $R$, drop the two ties, the gradient of $P$ and every term of the kept amplitudes. All are nonnegative, so the energy can only fall, and each reversed amplitude still costs at least $s_j$. This is a lower bound.

For an upper bound, let $P$ and both reversed amplitudes follow $\phi=-\tanh(\xi/\ell)$ and hold the kept amplitudes at 1. One member of each pair reverses, so $TB=AH=\phi=P$ and both ties vanish. Write
\[
K=\kappa_P+\sum_{j\in R}\kappa_j,\qquad h_R=\sum_{j\in R}h_j .
\]
Since $\phi'=-(1-\phi^2)/\ell$,
\[
\int(1-\phi^2)^2d\xi=\ell\int_{-1}^{1}(1-\phi^2)\,d\phi=\frac{4\ell}{3},
\]
and $\int\phi'^2d\xi=4/(3\ell)$. The trial energy is
\[
\sigma_{\rm trial}(\ell)=\frac43\left(\frac{K}{2\ell}+h_R\ell\right).
\]
Setting its derivative to zero gives $\ell^2=K/2h_R$; the two terms are then equal and sum to $\sqrt{2Kh_R}$. Therefore
\begin{equation}
\sum_{j\in R}s_j\ \le\ \sigma_R\ \le\ \tfrac43\sqrt{2Kh_R}. \label{eq:bounds}
\end{equation}

Two limits show what the bounds mean. If $\kappa_P=0$ and both reversed amplitudes have the same $\kappa_j/h_j$, they share one width and the bounds coincide. If instead $k\to0$, the amplitudes need not move together. Let each reversed one take its own best profile and let $P$ change over a length $L=\sqrt{\kappa_P/k}$. The gradient cost $\kappa_P/L$ and the tie cost $kL$ are then both of order $\sqrt{\kappa_Pk}$ and vanish, so $\sigma_R$ approaches the lower bound.

\section{Worked numbers}

The round parameters are $\kappa_P=0.05$ eV/nm, $k=10$ eV/nm$^3$ and
\[
\begin{array}{c|cccc}
 &T&B&A&H\\ \hline
h_j\ (\text{eV/nm}^3)&1.50&0.40&0.80&0.30\\
\kappa_j\ (\text{eV/nm})&0.20&0.08&0.12&0.05\\
s_j\ (\text{mJ/m}^2)&165.5&54.0&93.6&37.0
\end{array}
\]
For the wall $BH$ the lower bound is $54.0+37.0=91.0$ mJ/m$^2$. For the upper bound, $K=0.05+0.08+0.05=0.18$ eV/nm and $h_R=0.70$ eV/nm$^3$. The product $Kh_R$ has the unit eV$^2$/nm$^4$, so its root is an energy per area:
\[
\tfrac43\sqrt{2(0.18)(0.70)}=0.669\ \text{eV/nm}^2=107.2\ \text{mJ/m}^2 .
\]
Minimizing (\ref{eq:model}) numerically over all five profiles gives
\[
\begin{array}{c|ccc}
\text{wall}&\text{bounds}&\sigma\ (\text{mJ/m}^2)&P\text{ thickness (nm)}\\ \hline
BH&91.0\text{--}107.2&106.9&0.74\\
BA&147.6\text{--}165.5&164.4&0.70\\
TH&202.5\text{--}222.0&220.6&0.65\\
TA&259.1\text{--}278.7&277.5&0.63
\end{array}
\]
These energies, and those with the added coupling below, come from a mesh of 0.02 nm; refining it raises them by up to 0.1 mJ/m$^2$ ($TH$ to 220.7, $TA$ to 277.6). The thickness is the distance over which $|P|<0.76P_s$. The four intervals do not overlap, so within this model the energies are proved distinct without relying on the minimization. The computed energies lie within 1\% of the upper bounds: a common profile describes the energy well for these parameters.

The structures differ as well. At the centre, the two amplitudes named in the label vanish together with $P$, while the other two stay near full size; nowhere in the four walls does a kept amplitude fall below 0.94. A map of $P$ alone would show four similar steps and miss this difference.

\subsection{Can a wall change its type?}

To turn from $R$ into $R'$, a wall must emit a boundary across which $P$ is unchanged but the amplitudes in just one of the two sets reverse. Such a translation boundary also costs at least the sum of its $s_j$. Amplitudes in $R'$ but not in $R$ are then paid for twice, so the well-separated products cost at least
\[
\sum_{j\in R}s_j+2\sum_{j\in R',\,j\notin R}s_j .
\]
For $TA\to TH$ this is $259.1+2(37.0)=333.1$ mJ/m$^2$, about 56 mJ/m$^2$ above the $TA$ wall. Among all the conversions, this is the smallest margin guaranteed by the bound; the actual margins can be larger. For these parameters the dearer walls therefore do not lower their energy by splitting into a cheaper wall and a distant translation boundary.

\subsection{What a field can and cannot select}

Moving a wall by $\delta$ converts a thickness $\delta$ from $-P_s$ to $+P_s$. A field $E$ along $z$ does work $2P_sE\delta$ per area, hence exerts the pressure
\[
2P_sE=2(0.483\ \text{C/m}^2)(10^8\ \text{V/m})=96.6\ \text{MPa}
\]
at 1 MV/cm, for every wall type. This neglects the field-induced change of the domain polarization. A uniform field has no linear coupling to $T,B,A$ or $H$, since each of them changes sign under some translation.

Equal pressure does not imply equal motion. If the amplitudes live on atomic layers 0.255 nm apart, the energy depends on where the wall sits. This layered picture fits a wall normal to $x$, where the glide $\{m_y|t_z\}$ keeps both domains and moves the wall by $a/2$. For a wall normal to $y$ no operation does so: active and spacer layers alternate, the period is $a$, $P$ and $A$ are not independent on one layer, and the estimates below do not apply. With $P=0$ held on a layer, the $TA$ wall costs 271.2 mJ/m$^2$; centred between layers it costs 266.3. For $BH$ the values are 105.1 and 104.8. Assume a rigid wall and a sinusoidal energy of period $d=0.255$ nm and height $\Delta$. Its steepest slope is $\pi\Delta/d$. With the unrounded heights, for $TA$ this is $\pi(4.83)/0.255\approx60$ MPa, a threshold near 0.6 MV/cm; for $BH$ it is $\pi(0.24)/0.255\approx3$ MPa, or 0.03 MV/cm. These are estimates at zero temperature for this layered model.

\section{Symmetry does not fix the ranking}

The energy (\ref{eq:model}) keeps its form if the names $T$ and $B$ are exchanged. Exchanging their coefficients as well would make $TH$ the wall of 106.9 mJ/m$^2$ and $BH$ that of 220.6. If the coefficients of $T$ and $B$ were equal, the two walls would be degenerate. That equality would be an accident of the model, because no crystal operation exchanges these patterns.

The ranking can also change with all the listed coefficients held fixed. Symmetry allows the term
\[
c(1-T^2)(1-A^2).
\]
With $u=1-T^2$ and $v=1-A^2$, the form $h_Tu^2+h_Av^2+cuv$ stays nonnegative for $|c|<2\sqrt{h_Th_A}=2.19$ eV/nm$^3$, so the domains remain global minima. For $c=-1.5$ eV/nm$^3$ the minimized energies are
\[
BH:106.7,\quad BA:137.5,\quad TH:178.3,\quad TA:162.2\ \text{mJ/m}^2 .
\]
$TA$ is now cheaper than $TH$. In $TA$ both $u$ and $v$ are large at the centre, so the added term acts strongly. It lowers $TH$ too, although $A$ is kept there: where $T$ passes through zero, the derivative of the added term with respect to $v$ is $cu<0$, which favours a reduced $A$.

\section{Comparison with a memory capacitor}

The chosen polarization, near 50 $\mu$C/cm$^2$, is roughly that expected of an ideal hafnia crystal with its polar axis along the field. Polycrystalline capacitor films usually show less. A field of 1 MV/cm is of the order used to switch them. The wall coefficients are not fitted to hafnia, so neither the four energies nor their order should be used as material data. The positive lower bound in (\ref{eq:bounds}) is also a property of the model. A periodic array of $TA$ walls normal to $y$, placed in the spacer layers, has the symmetry of the antipolar $Pbca$ phase, which first-principles studies place close to or below $Pca2_1$ in energy; the wall that is dearest here can then be very cheap in real hafnia.

The continuum description is strained, since the polarization changes over little more than one cell. Replacing it by atomic layers lowers the better of the two computed energies by about 2\% for $BH$ and 4\% for $TA$, relative to the continuum values, and preserves the order. At 358 K the thermal energy per cell area is 19 mJ/m$^2$, against gaps of 56 to 58 mJ/m$^2$ between successive walls. It is a yardstick for fluctuations of one-cell patches; softening of the coefficients with temperature is left out.

Real walls may also tilt away from $z$. A tilt of $1^\circ$ leaves a bound charge $2P_s\sin1^\circ$ per area. For a large unscreened sheet and a rough relative permittivity of 25, the field on either side is
\[
\frac{2P_s\sin1^\circ}{2\varepsilon_0(25)}=0.38\ \text{MV/cm},
\]
already a sizeable part of the applied field. Among the effects considered here, the omitted $T$--$A$ coupling matters most for the ranking: the value tried lowers the $TA$ wall by 115 mJ/m$^2$. Changes of strain inside the wall, further secondary distortions, defects, grain boundaries and electrodes are not sized. They can change the energies and mobilities of the walls, but the count of four rests on the symmetry of the two domains and the fluorite parent. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Fluorite operations per cubic cell: 192
Operations kept by the domain: 4; all domain states: 48
Reversed partners with the same axes: 4
Cell edge 0.51 nm; mean O shift 0.020 nm
Effective charges: O -2.5 e, Hf 5.0 e
P_s = 48.3 uC/cm2; change = -96.6 uC/cm2
P gradient stiffness 0.05 eV/nm; tie k 10.0 eV/nm3
T: h=1.50 eV/nm3, kappa=0.20 eV/nm, w=0.258 nm, s=165.5 mJ/m2
B: h=0.40 eV/nm3, kappa=0.08 eV/nm, w=0.316 nm, s=54.0 mJ/m2
A: h=0.80 eV/nm3, kappa=0.12 eV/nm, w=0.274 nm, s=93.6 mJ/m2
H: h=0.30 eV/nm3, kappa=0.05 eV/nm, w=0.289 nm, s=37.0 mJ/m2
Start domain O z-shifts at y=a/4, 3a/4: -0.040, 0.000 nm
Wall BH: O z-shifts beyond wall at y=a/4, 3a/4: 0.000, 0.040 nm
Wall BA: O z-shifts beyond wall at y=a/4, 3a/4: 0.040, 0.000 nm
Wall TH: O z-shifts beyond wall at y=a/4, 3a/4: 0.000, 0.040 nm
Wall TA: O z-shifts beyond wall at y=a/4, 3a/4: 0.040, 0.000 nm
Wall BH: bounds 91.0 to 107.2, energy 106.9 mJ/m2
Wall BA: bounds 147.6 to 165.5, energy 164.4 mJ/m2
Wall TH: bounds 202.5 to 222.0, energy 220.6 mJ/m2
Wall TA: bounds 259.1 to 278.7, energy 277.5 mJ/m2
Wall BH: centre magnitudes T=1.00, B=0.00, A=0.99, H=0.00; least kept 0.988; P thickness (|P|<0.76 P_s) 0.743 nm
Wall BA: centre magnitudes T=1.00, B=0.00, A=0.00, H=0.97; least kept 0.949; P thickness (|P|<0.76 P_s) 0.703 nm
Wall TH: centre magnitudes T=0.00, B=0.97, A=1.00, H=0.00; least kept 0.952; P thickness (|P|<0.76 P_s) 0.648 nm
Wall TA: centre magnitudes T=0.00, B=0.97, A=0.00, H=0.98; least kept 0.959; P thickness (|P|<0.76 P_s) 0.629 nm
Equal-width test: exact 253.72, numerical 253.67 mJ/m2
Least lower-bound cost of splitting: 55.5 mJ/m2
Field 1.0 MV/cm; common wall pressure 96.6 MPa
Atomic-layer spacing in lattice check: 0.255 nm
Lattice wall BH: on layer 105.1, between layers 104.8 mJ/m2
Lattice wall BA: on layer 161.1, between layers 160.0 mJ/m2
Lattice wall TH: on layer 215.6, between layers 212.1 mJ/m2
Lattice wall TA: on layer 271.2, between layers 266.3 mJ/m2
Thermal energy per cell area at 358 K: 19.0 mJ/m2
Field of 1 degree wall tilt, relative permittivity 25: 0.38 MV/cm
Added T-A coupling c: -1.5 eV/nm3; stability limit: -2.19 eV/nm3
With T-A coupling, wall BH: 106.7 mJ/m2
With T-A coupling, wall BA: 137.5 mJ/m2
With T-A coupling, wall TH: 178.3 mJ/m2
With T-A coupling, wall TA: 162.2 mJ/m2
\end{verbatim}
